\section*{The Quadratic Term and Size Intensivity in EOM-CCSD Spin-Spin Couplings, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: differentiating the coupled-cluster energy}

\subsection{What goes wrong}

Take two closed-shell molecules so far apart that they do not interact, and choose one magnetic nucleus in each. Their electron-mediated spin-spin coupling is zero. A sum over the excited states of equation-of-motion coupled cluster with single and double excitations (EOM-CCSD), written as one would write it for configuration interaction (CI), can nevertheless return a finite coupling. In the model treated below it returns a coupling of magnitude $7.8$ Hz for model orbital currents, at infinite separation. This number illustrates the fault and is not an estimate for real molecules.

An obvious check misses this fault. If both nuclei sit in one molecule and a distant spectator is added, the CI-like coupling does not change. The sum lacks the quadratic term of coupled-cluster response theory and contains unlinked products in its place. These products can violate size intensivity when the two nuclear operators act on different molecules, but not when a molecule without a coupled nucleus is merely present.

\subsection{Operators and conventions}

Let $H$ be the electronic Hamiltonian for fixed nuclei, and let two static perturbations act on the electrons,
\begin{equation}
H(a,b)=H+aA+bB .
\end{equation}
In Gaussian units the Fermi-contact (FC) interaction with nucleus $N$ is
\begin{equation}
H_N^{\rm FC}=\frac{8\pi}{3}\,g_e\mu_B\hbar\gamma_N
\sum_i\delta(\mathbf r_i-\mathbf R_N)\,\mathbf s_i\cdot\mathbf I_N ,
\end{equation}
with dimensionless spins and $\mu_B=e\hbar/2mc$. If one orbital $\phi$ carries all the density at the nucleus, the $z$ part is $a_N I_{Nz}s_z$, where $a_N=(8\pi/3)g_e\mu_B\hbar\gamma_N|\phi(\mathbf R_N)|^2$ is an energy and $s_z$ counts the spin in that orbital. The paramagnetic spin-orbit (PSO) interaction is
\begin{equation}
H_N^{\rm PSO}=2\mu_B\hbar\gamma_N\sum_i
\frac{\boldsymbol\ell_i\cdot\mathbf I_N}{|\mathbf r_i-\mathbf R_N|^3},
\qquad
\boldsymbol\ell_i=\frac{(\mathbf r_i-\mathbf R_N)\times\mathbf p_i}{\hbar}.
\end{equation}
One component of it is again modelled as $a_NI_{Nz}\ell_z$. The perturbation parameters are therefore $a=a_AI_{Az}$ and $b=a_BI_{Bz}$. The energy term bilinear in them is $abD$ with $D=\partial^2E/\partial a\,\partial b$ at zero field. Comparison with $hJI_{Az}I_{Bz}$ gives
\begin{equation}
hJ=a_Aa_BD .
\end{equation}
For a spin singlet the FC coupling tensor is isotropic, so this component is the full FC coupling. For PSO it is one diagonal component. The spin-dipolar and diamagnetic terms are left out.

The reference determinant $|0\rangle$ is a closed shell, and its orbitals do not respond to the perturbations. The operators $\tau_\mu$ create all single and double excitations, and the determinants $|\mu\rangle=\tau_\mu|0\rangle$ are orthonormal. Define
\begin{equation}
P=\sum_\mu|\mu\rangle\langle\mu|,\qquad
\Pi=|0\rangle\langle0|+P,\qquad R=1-\Pi ,
\end{equation}
so that $R$ projects on triple and higher excitations. Two facts are used repeatedly. First, $\langle0|\tau_\mu=0$. Secondly, $\tau_\mu$ raises the excitation level, so it keeps a vector of the $R$ space inside the $R$ space.

With $T=\sum_\mu t_\mu\tau_\mu$ and $\bar O=e^{-T}Oe^{T}$ for any operator $O$, the unperturbed CCSD equations are
\begin{equation}
P\bar H|0\rangle=0,\qquad
\bar H|0\rangle=E_0|0\rangle+\rho,\qquad \rho=R\bar H|0\rangle .
\label{ccsd}
\end{equation}

\subsection{The left state and the response formula}

Coupled cluster is not variational in $T$. Let $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ and define the left state
\begin{equation}
\langle\tilde0|=\langle0|(1+\Lambda)
=\langle0|+\sum_\mu\lambda_\mu\langle\mu| .
\end{equation}
Its coefficients are fixed by demanding that $\langle\tilde0|e^{-T}He^{T}|0\rangle$ be stationary in $T$. Since the $\tau_\nu$ commute with $T$, the derivative with respect to $t_\nu$ is $\langle\tilde0|[\bar H,\tau_\nu]|0\rangle$. Hence
\begin{equation}
\eta_\nu+\sum_\mu\lambda_\mu\mathcal A_{\mu\nu}=0,\qquad
\eta_\nu=\langle0|\bar H|\nu\rangle,\qquad
\mathcal A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle .
\label{lambda}
\end{equation}

Now switch on the fields. The cluster operator becomes $T+S$, where
\begin{equation}
S=aT^A+bT^B+ab\,T^{AB}+\cdots
\end{equation}
and the dots include terms in $a^2$ and $b^2$. For every $a$ and $b$ the perturbed projections on $|\mu\rangle$ vanish. They may therefore be added to the energy with the fixed, unperturbed weights $\lambda_\mu$:
\begin{equation}
E(a,b)=\langle\tilde0|e^{-S}(\bar H+a\bar A+b\bar B)e^{S}|0\rangle .
\label{fixedlambda}
\end{equation}
No derivative of $\Lambda$ is needed. Expand with
$e^{-S}Oe^S=O+[O,S]+\tfrac12[[O,S],S]+\cdots$.
The coefficient of $ab$ contains $[\bar H,T^{AB}]$, whose contribution vanishes by (\ref{lambda}). The double commutator contributes
$\frac12([[\bar H,T^A],T^B]+[[\bar H,T^B],T^A])$, and the two terms are equal because $T^A$ and $T^B$ commute. The response result is thus
\begin{align}
D_{\rm LR}&=L+Q,\label{lr}\\
L&=\langle\tilde0|[\bar A,T^B]+[\bar B,T^A]|0\rangle,\\
Q&=\langle\tilde0|[[\bar H,T^A],T^B]|0\rangle .
\end{align}
$Q$ is the quadratic term: it contains a product of two first-order amplitudes.

With $a_\mu=\langle\mu|\bar A|0\rangle$ and $b_\mu=\langle\mu|\bar B|0\rangle$, the first-order projected equations are
\begin{equation}
\mathcal A\,t^A=-a,\qquad \mathcal A\,t^B=-b .
\label{first}
\end{equation}
The matrix $\mathcal A$ must be invertible. Its eigenvalues are the EOM-CCSD excitation energies, as the next subsection shows. If one of them vanishes, the matrix is singular and the static response generally diverges. A Hartree-Fock instability of the reference does not by itself cause this: for two electrons the eigenvalues are exact excitation energies, whether or not the reference is stable.

\subsection{EOM theory has the same first-order amplitudes}

Write out the commutator in $\mathcal A$ and insert (\ref{ccsd}):
\begin{align}
\mathcal A_{\mu\nu}
&=\langle\mu|\bar H|\nu\rangle-\langle\mu|\tau_\nu\bar H|0\rangle\nonumber\\
&=\langle\mu|\bar H|\nu\rangle-E_0\delta_{\mu\nu}
-\langle\mu|\tau_\nu\rho\rangle
=\langle\mu|\bar H-E_0|\nu\rangle .
\label{jac}
\end{align}
The last term vanished because $\tau_\nu\rho$ lies in the $R$ space. EOM-CCSD diagonalizes $\Pi\bar H\Pi$. Its right ground state is $|0\rangle$, by (\ref{ccsd}). Equations (\ref{lambda}) and (\ref{jac}) give
\begin{equation}
\langle\tilde0|(\bar H-E_0)\Pi=0,\qquad \langle\tilde0|0\rangle=1 ,
\label{left}
\end{equation}
so $\langle\tilde0|$ is the left ground state.

Let $|r_k\rangle$ and $\langle l_k|$ be the biorthonormal right and left eigenvectors with energies $E_k$. The CI-like sum is
\begin{equation}
D_{\rm CI}=\sum_{k\ne0}
\frac{\langle\tilde0|\bar A|r_k\rangle\langle l_k|\bar B|0\rangle}{E_0-E_k}
+(A\leftrightarrow B).
\label{sos}
\end{equation}
To perform the sum, define
$|x^B\rangle=\sum_{k\ne0}|r_k\rangle\langle l_k|\bar B|0\rangle/(E_0-E_k)$.
Completeness within the $\Pi$ space gives
\begin{equation}
\Pi(E_0-\bar H)|x^B\rangle
=\Pi\bar B|0\rangle-|0\rangle\langle\tilde0|\bar B|0\rangle,
\qquad \langle\tilde0|x^B\rangle=0 .
\end{equation}
Project the first equation on $\langle\mu|$. A reference component of $|x^B\rangle$ drops out because $P\bar H|0\rangle=0$. The excited components obey $-\mathcal A x=b$, so $x=t^B$ by (\ref{first}). The second equation fixes the reference component at $-\lambda\cdot t^B$, where the dot denotes a sum over $\mu$. Therefore
\begin{equation}
D_{\rm CI}=\langle\tilde0|\bar AT^B|0\rangle
-(\lambda\cdot t^B)\langle\tilde0|\bar A|0\rangle
+(A\leftrightarrow B).
\label{closed}
\end{equation}

\subsection{What replaces the quadratic term}

To compare (\ref{closed}) with $L$, put $A_0=\langle0|\bar A|0\rangle$. Then $\Pi\bar A|0\rangle=A_0|0\rangle+P\bar A|0\rangle$, and the two required matrix elements are
\begin{align}
\langle\tilde0|T^B\bar A|0\rangle
&=A_0\,\lambda\cdot t^B+\langle\tilde0|T^BP\bar A|0\rangle,\\
\langle\tilde0|\bar A|0\rangle&=A_0+\lambda\cdot a .
\end{align}
Replace $\bar AT^B$ in (\ref{closed}) by $[\bar A,T^B]+T^B\bar A$. The terms with $A_0$ cancel, and the same happens with $A$ and $B$ exchanged. What remains is
\begin{align}
D_{\rm CI}&=L+U,\label{ci}\\
U&=\langle\tilde0|T^BP\bar A+T^AP\bar B|0\rangle
-(\lambda\cdot t^B)(\lambda\cdot a)
-(\lambda\cdot t^A)(\lambda\cdot b).
\label{u}
\end{align}
The quadratic term is absent. $U$ is called unlinked because no Hamiltonian or commutator ties its two perturbed factors together.

The difference $Q-U$ follows by opening the double commutator:
\begin{equation}
Q=\langle\tilde0|\bar HT^AT^B-T^A\bar HT^B
-T^B\bar HT^A+T^AT^B\bar H|0\rangle .
\label{open}
\end{equation}
In the last term $\bar H|0\rangle$ may be replaced by $E_0|0\rangle$, since $T^AT^B\rho$ lies in the $R$ space. For the second term use
\begin{align}
P\bar HT^B|0\rangle&=E_0T^B|0\rangle-P\bar B|0\rangle,\\
\langle0|\bar HT^B|0\rangle&=\eta\cdot t^B
=-\lambda\mathcal A t^B=\lambda\cdot b .
\end{align}
The first line is (\ref{first}) rewritten with (\ref{jac}), and the second uses (\ref{lambda}) and (\ref{first}). Hence
\begin{equation}
\langle\tilde0|T^A\bar HT^B|0\rangle
=(\lambda\cdot t^A)(\lambda\cdot b)
+E_0\langle\tilde0|T^AT^B|0\rangle
-\langle\tilde0|T^AP\bar B|0\rangle ,
\end{equation}
and likewise with $A$ and $B$ exchanged. Insert both in (\ref{open}). The terms in $E_0$ have coefficient $-2+1=-1$, and the others assemble into $U$:
\begin{equation}
Q=U+\langle\tilde0|(\bar H-E_0)T^AT^B|0\rangle .
\end{equation}
By (\ref{left}) the double excitations in $T^AT^B|0\rangle$ contribute nothing. In the rest, $E_0$ multiplies an overlap that is zero. The result is
\begin{equation}
D_{\rm LR}-D_{\rm CI}=Q-U
=\langle\tilde0|\bar H\,R\,T^AT^B|0\rangle .
\label{main}
\end{equation}

For two electrons $R$ is empty and the two formulas agree. For a Hamiltonian with at most two-body terms, $\langle0|\bar HR=0$, so (\ref{main}) needs a factor $\lambda$. It also needs a double-excitation amplitude in $T^A$ or $T^B$, because two singles make no triple. With canonical Hartree-Fock orbitals, and counting orders in the fluctuation potential, these two factors are each at least first order. So is the part of $\bar H$ that lowers the excitation level. The difference is then at least third order, while $Q$ and $U$ can each begin at first order.

\subsection{Both nuclei in one molecule}

Molecule $X$ has four orthonormal orbitals and four electrons. The orbital energies are $0$, $1$, $-1$ and $0.5$ eV, the hopping matrix elements $-2.5$ eV between neighbours and $-0.8$ eV between next neighbours, and the repulsion of two electrons in one orbital is 4 eV. Here and below, the reference is the closed-shell Hartree-Fock determinant of the unperturbed model. FC-like operators are the spins $s_z$ of orbitals 1 and 4. PSO-like operators are the orbital currents $i(c_2^\dagger c_1-c_1^\dagger c_2)$ and $i(c_4^\dagger c_3-c_3^\dagger c_4)$, summed over spin. These currents share the imaginary, antisymmetric form of a PSO matrix in real orbitals. They flow between orbitals joined by hopping and are not angular momenta about one nucleus, so the PSO numbers illustrate the formulas and are not estimates for a real molecule. All hyperfine constants are $h\times1000$ MHz, so $J=(4135.668\ {\rm Hz\,eV})D$. For FC,
\begin{align}
D_{\rm LR}&=0.049593+0.017157=0.066750\ {\rm eV}^{-1},\\
D_{\rm CI}&=0.049593+0.017382=0.066975\ {\rm eV}^{-1}.
\end{align}
These give 276.1 and 277.0 Hz. The exact solution of the model gives 267.0 Hz. The quadratic term is 26\% of $D_{\rm LR}$, but its replacement differs from it by only $2.25\times10^{-4}$ eV$^{-1}$.

For PSO the response, CI-like and exact values are 148.2, 147.0 and 137.8 Hz. Here the CI-like value is nearer to the exact one, and for FC it is farther away, so these cases do not rank the methods by accuracy. In tests, finite differences of perturbed CCSD energies reproduced $D_{\rm LR}$, and explicit sums over EOM eigenvectors reproduced $D_{\rm CI}$.

\section{Second derivation: two forms of the perturbed wavefunction}

\subsection{Symbols and results carried over}

The projector $\Pi$ covers the reference $|0\rangle$ and all single and double excitations, $P$ covers the excitations alone, and $R=1-\Pi$. A bar denotes transformation with the unperturbed cluster operator $T$. The left ground state is $\langle\tilde0|=\langle0|(1+\Lambda)$, with $\langle\tilde0|0\rangle=1$, $\langle\tilde0|R=0$ and $\langle\tilde0|(\bar H-E_0)\Pi=0$. First-order amplitudes $t^A$ form the operator $T^A$; $a_\mu=\langle\mu|\bar A|0\rangle$; and a dot is a sum over excitations. The first derivation gave $D_{\rm LR}=L+Q$ for response theory, $D_{\rm CI}=L+U$ for the CI-like sum, and equation (\ref{main}) for their difference. Here $L$ is linear in the first-order amplitudes, $Q$ is the quadratic term and $U$ is the unlinked expression (\ref{u}).

The first derivation has shown that the CI-like sum omits the quadratic term $Q$ and contains the unlinked expression $U$ instead, with the difference given by (\ref{main}). It remains to derive this difference again from the perturbed wavefunctions and to examine distant molecules, where the CI-like sum can give a spurious coupling.

All numerical values are calculated from the stated model.
